\section*{Capacitance-voltage hysteresis does not by itself establish ferroelectricity}

\section{The argument under review}

The manuscript reports a hysteretic capacitance-voltage curve for a high-permittivity film on $p$-type semiconductor and concludes that the film is ferroelectric. It offers three grounds. The loop exists; it runs clockwise, as polarisation reversal requires; and its width hardly changes with ramp rate, whereas trapping is said to be rate dependent. Each ground can be examined with one electrostatic model containing both polarisation and traps.

\section{What the loop measures}

Let the film have thickness $L$ and permittivity $\varepsilon$, with the gate at $x=0$ and the semiconductor at $x=L$. It carries a uniform polarisation $P$, positive towards the semiconductor, and a sheet of trapped charge $Q$ per area at depth $x$. The semiconductor charge per area is $Q_s$, its surface potential relative to the bulk is $\psi$, and the work-function difference is set to zero. Gauss's law gives the displacement on the two sides of the sheet,
\begin{equation}
D_2=-Q_s\ \text{(semiconductor side)},\qquad D_1=-Q_s-Q\ \text{(gate side)}.
\end{equation}
The field is $(D-P)/\varepsilon$. Adding the voltage drops, with $C_i=\varepsilon/L$,
\begin{align}
V&=\psi+\frac{(D_1-P)x}{\varepsilon}+\frac{(D_2-P)(L-x)}{\varepsilon}\nonumber\\
&=\psi-\frac{Q_s}{C_i}-\frac{Qx}{\varepsilon}-\frac{PL}{\varepsilon}.
\label{eq:gauss}
\end{align}
At flat band $\psi=Q_s=0$, so
\begin{equation}
V_{fb}=-\frac{Qx+PL}{\varepsilon}.
\label{eq:vfb}
\end{equation}

Assume that neither traps, minority carriers nor polarisation reversal follow the small probe signal. The measured capacitance is then $C_i$ in series with the majority-carrier capacitance, a function of $\psi$ alone. Equal capacitance means equal $\psi$, and the loop width at the flat-band capacitance is
\begin{equation}
W=V_{fb}^{\rm up}-V_{fb}^{\rm down}.
\end{equation}
By Eq.~(\ref{eq:vfb}), a non-zero $W$ shows that $Qx+PL$ differs between the two branches. It does not show which term differs.

\section{Loop direction}

After a negative bias a ferroelectric film has $P<0$, so the up-sweep finds a positive $V_{fb}$; after a positive bias the signs reverse. Polarisation reversal therefore gives $W>0$.

For traps, the electron reservoir matters. Let their density $D_t$ per area and energy be uniform, let them be neutral when aligned with the reservoir as at flat band with $P=Q=0$, and define $C_t=q^2D_t$. In equilibrium
\begin{equation}
Q_{eq}=-C_t\,[\phi(x)-\phi_{\rm res}],
\end{equation}
because a higher potential at the trap lowers its electron energy and fills it. For exchange with the semiconductor $\phi_{\rm res}=0$, and for exchange with the gate $\phi_{\rm res}=V$. From the fields above, with $d=L-x$ and $\beta=C_tx/\varepsilon$,
\begin{align}
Q_{eq}^{\rm semi}&=-C_t\left[\psi+\frac{(-Q_s-P)d}{\varepsilon}\right],\label{eq:semi}\\
Q_{eq}^{\rm gate}&=\beta(-Q_s-Q-P).\label{eq:gate}
\end{align}
A rising gate voltage raises both $\psi$ and $-Q_s$. Semiconductor-fed traps then gain electrons, while gate-fed traps lose them to the gate. The stored charge lags, so the first kind gives $W<0$ and the second $W>0$; the limits derived below confirm these signs.

On $p$-type material the capacitance falls with $V$. If $W>0$, the up-branch lies to the right and hence higher at a given voltage. It is traversed to the right on top, which is clockwise. For $n$-type material, reverse the signs of $V,\psi,Q$ and $P$: then $V_{fb}^{\rm up}$ becomes $-V_{fb}^{\rm down}$ of the $p$-type case, so for a symmetric sweep $W$ is unchanged. The capacitance now rises with $V$, and $W>0$ means counter-clockwise.

The manuscript's clockwise loop thus argues against semiconductor-fed trapping as the larger effect. It does not exclude gate-fed trapping.

\section{Rate dependence of traps with one time constant}

Take a periodic triangular sweep between $\pm V_m$ at ramp rate $r$, without holds, and let
\begin{equation}
\tau\frac{dQ}{dt}=Q_{eq}-Q .
\label{eq:relax}
\end{equation}
In this section $P=0$.

\paragraph{Slow sweep.} To first order in the lag, $dQ/dt$ may be evaluated along the equilibrium curve. Near flat band $-Q_s=C_{fb}\psi$. For semiconductor-fed traps Eq.~(\ref{eq:semi}) gives
\begin{equation}
\phi=a\psi,\quad a=1+\frac{C_{fb}d}{\varepsilon},\quad
V=\psi\left(1+\frac{C_{fb}}{C_i}\right)+\beta\phi,
\end{equation}
where the last term is $-Qx/\varepsilon$ with $Q=-C_t\phi$. Hence
\begin{equation}
\frac{d\phi}{dV}=\frac{a}{1+C_{fb}/C_i+\beta a}.
\end{equation}
At flat band $Q_{eq}=0$, so on the up-sweep $Q=-\tau\,dQ/dt=+\tau C_t r\,d\phi/dV$. Its shift is $-Qx/\varepsilon$, and the down-sweep has the opposite sign:
\begin{equation}
W_{\rm semi}=-2\tau r\beta\,\frac{d\phi}{dV}.
\label{eq:slowsemi}
\end{equation}

For gate-fed traps the equilibrium charge solves $Q=\beta(C_{fb}\psi-Q)$, so $Q=\beta C_{fb}\psi/(1+\beta)$. Equation~(\ref{eq:gauss}) then gives
\begin{equation}
\frac{d\psi}{dV}=\left[1+\frac{C_{fb}}{C_i}-\frac{\beta}{1+\beta}\frac{C_{fb}x}{\varepsilon}\right]^{-1}.
\end{equation}
At $\psi=0$ Eq.~(\ref{eq:relax}) reads $\tau\,dQ/dt=-(1+\beta)Q$. Inserting $dQ/dt=\beta C_{fb}r(d\psi/dV)/(1+\beta)$ yields a negative $Q$ on the up-sweep, and
\begin{equation}
W_{\rm gate}=+2\tau r\,\frac{\beta}{(1+\beta)^2}\frac{C_{fb}x}{\varepsilon}\frac{d\psi}{dV}.
\label{eq:slowgate}
\end{equation}

\paragraph{Fast sweep.} Now $Q$ hardly moves from a value $\bar Q$, fixed by the condition that $Q_{eq}(V,\bar Q)-\bar Q$ averages to zero over the sweep. Between the upward and downward passages of flat band, each voltage above $V_{fb}$ is visited twice, so
\begin{equation}
W=\frac{x}{\varepsilon}(Q^{\rm down}-Q^{\rm up})
=\frac{2x}{\varepsilon r\tau}\int_{V_{fb}}^{V_m}(Q_{eq}-\bar Q)\,dV .
\label{eq:fast}
\end{equation}
For semiconductor-fed traps the integrand decreases with $V$ and has zero mean over the whole sweep, so its integral over the upper part is negative. For gate-fed traps it increases and the integral is positive.

A single time constant therefore gives $|W|\propto r$ on slow sweeps and $|W|\propto1/r$ on fast ones, with a maximum between. The fast law fails if the bias is held at each end long enough for the traps to equilibrate, since a fast ramp then reads the full stored difference.

\section{Rate dependence of polarisation reversal}

Let $P$ relax towards $P_s\,\mathrm{sgn}(E)$ with the activated time $\tau_P=\tau_0e^{E_a/|E|}$. Here $E=(V-\psi)/L$ is the mean field in the film; without trapped charge it equals $(-Q_s-P)/\varepsilon$.

\paragraph{Weak polarisation.} On the way to flat band the film field can oppose the stored polarisation, but by no more than the flat-band value $P_s/\varepsilon$: on the down-sweep $P=P_s$ and $-Q_s\ge0$, and on the up-sweep both signs are reversed. If this field does not switch the film during the sweep, while the ends of the sweep do, then
\begin{equation}
W=\frac{2P_sL}{\varepsilon},
\label{eq:plateau}
\end{equation}
independent of rate within that range.

\paragraph{Strong polarisation.} If $P_s/\varepsilon$ is large enough to switch the film, part of the polarisation reverses before flat band is reached. For the up-sweep on $p$-type material, two bounds follow. While $E>0$, integrating the relaxation law from $P=-P_s$ gives
\begin{equation}
P=P_s(1-2e^{-I}),\qquad I=\int\frac{dt}{\tau_P}.
\end{equation}
Before flat band $E=(V-\psi)/L$ with $\psi\le0$. Moreover $Q_s=-\varepsilon E-P\le P_s$, which limits $|\psi|$ to the accumulation potential $\psi_m$ at charge $P_s$. Thus $E$ lies between $V/L$ and $(V+\psi_m)/L$. For a field $E=(V+b)/L$ with constant $b$, the substitution $E'=E/s$ gives
\begin{equation}
I=\frac{L}{r\tau_0}\int_0^E e^{-E_a/E'}dE'
=\frac{LE}{r\tau_0}\int_1^\infty\frac{e^{-sE_a/E}}{s^2}\,ds .
\label{eq:I}
\end{equation}
A larger field means more switching and an earlier flat band. The true $V_{fb}^{\rm up}$ therefore lies between the solutions of $P=-\varepsilon V/L$ with $b=\psi_m$ (lower) and $b=0$ (upper).

The rate dependence of the upper bound can be estimated by holding $I$ fixed. With $z=E_a/E$, Eq.~(\ref{eq:I}) gives
\begin{equation}
\frac{d\ln E}{d\ln r}=e^{z}\int_1^\infty\frac{e^{-zs}}{s^2}ds
=\int_0^\infty\frac{e^{-zy}}{(1+y)^2}dy\approx\frac{1}{z+2},
\label{eq:exponent}
\end{equation}
where $(1+y)^{-2}\approx e^{-2y}$ was used, as small $y$ dominates for large $z$. The voltage rises with rate, but slowly.

\section{Numerical comparison}

Take round model parameters: $L=10$ nm, relative permittivities 25 (film) and 12 (semiconductor), acceptor density $N=10^{17}$ cm$^{-3}$, intrinsic density $10^{10}$ cm$^{-3}$, 300 K and $V_m=3$ V. Traps lie 2 nm from their reservoir, with $D_t=10^{13}$ cm$^{-2}$eV$^{-1}$ and $\tau=1$ s. The switching law has $\tau_0=1$ ns and $E_a=15$ MV/cm. Minority carriers are assumed to follow the ramp, which at the faster rates requires a supply such as illumination or an adjacent $n$-type region.

With $u=q\psi/kT$, one integration of Poisson's equation for Boltzmann carriers gives
\begin{equation}
Q_s^2=2\varepsilon_skTN\left[e^{-u}+u-1+\frac{n_i^2}{N^2}(e^u-u-1)\right],
\end{equation}
with $Q_s$ opposite in sign to $\psi$. For small $u$ the bracket is $u^2/2$, apart from the negligible minority term, so $C_{fb}=\sqrt{\varepsilon_sq^2N/kT}=0.811\ \mu$F/cm$^2$. Also $C_i=2.214\ \mu$F/cm$^2$ and $C_t=1.602\ \mu$F/cm$^2$.

The table gives $W$ in volts, from stepping the relaxation laws in time together with Eq.~(\ref{eq:gauss}) until the loop closes. The weak, strong and mixed films have $P_s=0.5$, 5 and 0.2 $\mu$C/cm$^2$; the mixed film also contains the semiconductor-fed traps.

\begin{center}
\begin{tabular}{rrrrrr}
$r$ (V/s) & semi & gate & weak & strong & mixed\\
0.01 & $-0.0062$ & $0.00012$ & 0.452 & 1.10 & $0.195$\\
0.1 & $-0.061$ & $0.0014$ & 0.452 & 1.20 & $0.140$\\
1 & $-0.482$ & $0.023$ & 0.452 & 1.33 & $-0.282$\\
10 & $-0.240$ & $0.016$ & 0.452 & 1.48 & $-0.059$\\
100 & $-0.025$ & $0.0017$ & 0.452 & 1.68 & $0.156$\\
1000 & $-0.0025$ & $0.00017$ & 0.452 & 1.95 & $0.178$
\end{tabular}
\end{center}

For the semiconductor-fed traps $\beta=0.8\times1.602/2.214=0.579$ and $a=1+0.2\times0.811/2.214=1.073$, so $d\phi/dV=1.073/(1+0.366+0.621)=0.540$. Equation~(\ref{eq:slowsemi}) at 0.01 V/s gives $-2(0.01)(0.579)(0.540)=-6.3$ mV, against $-6.2$ mV from the full sweep. For the gate-fed traps $\beta=0.145$, and Eq.~(\ref{eq:slowgate}) gives 0.12 mV, as does the sweep. At 1000 V/s, numerical quadrature of Eq.~(\ref{eq:fast}) gives $-2.5$ and $+0.17$ mV, again as in the table. On a grid of two rates per decade both windows are largest at 3.2 V/s, at 0.56 and 0.035 V in magnitude.

The weak film has $2P_sL/\varepsilon=2(0.5)/2.214=0.452$ V. Its flat-band field is 0.226 MV/cm, for which $\tau_P$ exceeds $10^{19}$ s, so the plateau is expected. The strong film stays far below $2P_sL/\varepsilon=4.5$ V because it partly reverses before flat band. With $\psi_m=0.265$ V, the bounds on its up-sweep flat-band voltage are 0.41 and 0.67 V at 0.01 V/s, and 0.94 and 1.19 V at 1000 V/s; the sweep gives 0.57 and 1.05 V. Equation~(\ref{eq:exponent}), at the upper-bound fields of 0.67 and 1.19 MV/cm, gives exponents 0.04 and 0.07; with $I$ allowed to vary, the bound itself has exponents 0.040 and 0.063. The calculated $d\ln W/d\ln r$ runs from 0.04 to 0.065, compared with $\pm1$ in the trap limits.

\section{Two objections to a rate test}

First, a film can contain both mechanisms. The mixed film is ferroelectric in the model at every rate, yet its loop has the trapping direction at 1 and 10 V/s and the polarisation direction at the slower and faster rates in the table. A loop in the trapping direction therefore does not exclude ferroelectricity either.

Its slow window also exceeds the polarisation term alone, $2(0.2)/2.214=0.181$ V. By Eq.~(\ref{eq:semi}), at flat band the traps equilibrate to $Q=C_tPd/\varepsilon$. This has the sign of $P$ and adds $2\beta P_sd/\varepsilon=0.181\times0.579\times0.2=0.021$ V to the window. Subtracting the lag of 0.0062 V gives $0.1807+0.0209-0.0062=0.195$ V, the tabulated value.

Secondly, traps need not share one time constant. For fixed sweep limits, time enters the trap problem through $r\tau$ alone, so one dilute population has a window $w(r\tau)$. To first order in density the windows add. If time constants are uniformly distributed in $\ln\tau$,
\begin{equation}
W\propto\int w(r\tau)\,d\ln\tau=\int w(y)\,d\ln y ,
\end{equation}
which is independent of $r$. The integral converges because $w$ falls as $y$ and $1/y$ at its two ends. The approximation holds while the rates probed lie well inside the range of $1/\tau$ times the voltage scale.

For a total of $10^{11}$ cm$^{-2}$eV$^{-1}$ semiconductor-fed traps spread from $10^{-5}$ to $10^5$ s, I interpolated the calculated single-$\tau$ windows and continued them with the limiting power laws. The result is about $-0.9$ mV at 0.1, 1 and 10 V/s alike. With the single time constant of 1 s, $|W|$ at the same density varies by a factor of 6.8 among the rates calculated in that range, two per decade. The convergence argument applies equally to gate-fed traps, which supply the positive sign. A clockwise loop on $p$-type material with a rate-independent width can thus arise without ferroelectricity, but for traps close to the gate it is narrow: with the same spread of time constants, gate-fed traps 2 nm from the gate give about 0.05 mV for a total of $10^{11}$ cm$^{-2}$eV$^{-1}$ and about 4.4 mV for $10^{13}$, the latter rising by about 5\% between 0.1 and 10 V/s.

\section{Bearing on real gate stacks}

The trap density of $10^{13}$ cm$^{-2}$eV$^{-1}$ is high for a good gate stack; at $10^{12}$, Eq.~(\ref{eq:slowsemi}) gives about $-0.9$ mV instead of $-6.3$ mV at 0.01 V/s. The strong polarisation is below the roughly 10 to 30 $\mu$C/cm$^2$ of well-developed ferroelectric hafnia-based films. Even at 5 $\mu$C/cm$^2$, Boltzmann statistics implies about $3\times10^{21}$ holes per cm$^3$ at the semiconductor surface, far above the effective density of states of silicon, which is of order $10^{19}$ cm$^{-3}$. Real holes would be degenerate there, so the model underestimates $\psi_m$, and the lower bounds calculated from it hold for the Boltzmann model only. The other films also reach several $\mu$C/cm$^2$ of accumulation charge at $-3$ V. With Fermi-Dirac statistics and band densities of about $3\times10^{19}$ cm$^{-3}$, $\psi_m$ rises to about 0.40 V, the trap windows at 1 V/s and faster change by 2 to 5\%, and the strong-film window by less than 1\%. Equation~(\ref{eq:vfb}) does not depend on the carrier statistics. The single time constant is the assumption most at odds with traps at varied depths, and relaxing it can replace the strong variation with rate found above by a plateau. The supply of minority carriers is another limit. In an isolated silicon capacitor in the dark, thermal generation can take minutes to form the inversion layer. A faster ramp then drives the semiconductor into deep depletion, which takes up much of the positive gate voltage. The film may switch only partly or not at all, so the polarisation windows in the table should not be expected there. A real stack may also have an interfacial oxide. One nanometre of relative permittivity 3.9 is electrically equivalent to 6.4 nm of this film, so at fixed $P$ and $Q$ the film receives only 61\% of any added insulator voltage. A sweep that switches the model film may then fail to switch the real one.

\section{Assessment}

The evidence presented is compatible with ferroelectricity but does not establish it. A window that falls in proportion to $r$ on slow sweeps is expected of traps whose time constants are all short compared with the sweep, but a non-ferroelectric polarisation that relaxes linearly with the field lags in the same way. A plateau leaves both ferroelectricity and traps open. So does a slow rise, which traps give if their density falls slowly with $\ln\tau$. Size may help: the gate-fed traps here give at most 0.035 V on the rate grid, so for the same film and the same sweep, without holds at its ends, a much larger positive window would require them to be denser or deeper; at the same density, traps 5 nm from the gate already reach about 0.2 V. That is a quantitative argument about a particular film, and the manuscript does not make it. It would also have to exclude mobile ions, which the model omits: drifting with the field, they change $x$ in Eq.~(\ref{eq:vfb}) and likewise give $W>0$.

The underlying difficulty is Eq.~(\ref{eq:vfb}): a flat-band voltage contains the combination $Qx+PL$, and no single value of it can separate the two terms. The claim needs an independent measurement that distinguishes polarisation from stored charge. Until then, the conclusion should be restricted to charge or polarisation memory in the film.
